How unequal masses and transverse momentum change a tunnel barrier, part 1

(Sections cited here and not found follow in the second part.)

**First half: the shift of the barrier**

Q: An electron tunnels through a flat film. The potential energy varies along the normal, z, and nowhere else, so the motion in the plane is free and separates from the motion along z. I would solve a one-dimensional barrier problem at the energy of the normal motion and forget the plane. Why should the barrier know about the transverse momentum?

A: Because the plane wave costs a different kinetic energy in each layer if the layers have different masses. Separation lets us replace the transverse motion by a number, but that number changes at the interfaces. A term that changes with z is a potential energy for the normal motion.

Q: Then write down the model before drawing conclusions from it.

A: The junction is electrode, dielectric, electrode. The dielectric fills 0 < z < d. Each layer has an isotropic parabolic conduction band, with mass m1 in both electrodes and m2 in the dielectric. Let U(z) be the potential energy of the local band bottom, with the zero at the band bottom of the emitter, the electrode from which the electron comes. At zero bias U = 0 in both electrodes. The electron is described by an envelope function Ψ(x, y, z), and interactions between electrons enter only through U(z). The wave equation at total energy E is

−(ħ²/2) ∇·[(1/m(z)) ∇Ψ] + U(z) Ψ = E Ψ.  (1)

The charge of the electron is −e, with e > 0. It enters here only through U(z), so (1) looks the same in Gaussian units as in any others.

Q: You have put the mass between the two derivatives. Why not write (1/m)∇²Ψ?

A: Within one layer the two forms agree, since m is constant there. They differ at an interface. Take a solution that depends on z alone, with primes for derivatives along z. Equation (1) then reads

(ψ′/m)′ = (2/ħ²)(U − E) ψ.

Multiply by ψ* and take the imaginary part. The right side becomes a real number times |ψ|², so its imaginary part is zero. On the left,

Im[ψ*(ψ′/m)′] = d/dz Im[ψ*ψ′/m],

because the other term produced by the derivative, ψ*′ψ′/m = |ψ′|²/m, is real. Thus

ħ Im[ψ*ψ′]/m

does not depend on z. This is density times velocity, with the local mass in the velocity, which is what must be conserved in a steady state. With the mass outside the derivatives and ψ and ψ′ continuous, the conserved quantity would be Im[ψ*ψ′] without 1/m, and the particle current would jump at the interface.

Other Hermitian orderings of the mass and the derivatives can be written, so (1) is a choice of model. The choice affects how waves are joined along z. It does not affect the transverse kinetic energy inside a layer, which is where the shift will come from.

Q: Now the transverse momentum. You say it is conserved. In which layer?

A: In all of them, with one common value. Neither m nor U depends on x or y, so the Hamiltonian in (1) is unchanged by any displacement r → r + s in the plane, where r = (x, y). Its eigenfunctions can therefore be chosen to be eigenfunctions of these displacements as well:

Ψ(r, z) = exp(ik·r) ψ(z).  (2)

The transverse wave vector k labels the whole function and cannot depend on z. The interfaces say the same: a wave exp(ik·r) on one side can equal a sum of plane waves on the other side at every r only if that sum contains k alone. What is conserved is thus ħk. The transverse velocity ħk/m and the transverse kinetic energy both change from layer to layer.

Q: Put (2) into (1), and show me each piece.

A: The two transverse derivatives act on the exponential and bring down −k², with k² = |k|². The mass depends on z only, so it passes through them:

−(ħ²/2)(1/m)(∂²/∂x² + ∂²/∂y²)Ψ = (ħ²k²/2m(z)) Ψ.

The z derivatives act on ψ. After division by exp(ik·r),

−(ħ²/2)(ψ′/m)′ + [U(z) + ħ²k²/2m(z)] ψ = E ψ.  (3)

This is a one-dimensional equation, and the bracket plays the part of the potential energy.

Q: Do the conditions at the interfaces pick up k as well?

A: No. Integrate (3) across an interface from z0 − η to z0 + η. The first term gives −(ħ²/2) times the jump of ψ′/m. The others have finite integrands, so their integrals vanish as η → 0. Hence

ψ and ψ′/m are continuous.  (4)

Continuity of ψ is needed too: a step in ψ would put a delta function in ψ′/m, and its derivative could not be balanced by anything else in (3). The term with k² has a finite step at the interface, which is too weak to alter (4).

Q: The bracket in (3) adds ħ²k²/2m2 in the dielectric. So the barrier goes up by ħ²k²/2m2, and the electrode mass has nothing to do with it.

A: That is right if you hold the total energy E fixed and measure the barrier against it. But you said at the start that you would use the energy of the normal motion. In the emitter this is

E_z = E − ħ²k²/2m1.  (5)

If E_z is to be the energy in the one-dimensional problem, the constant ħ²k²/2m1 must be subtracted from both sides of (3), in every layer:

−(ħ²/2)(ψ′/m)′ + [U(z) + (ħ²k²/2)(1/m(z) − 1/m1)] ψ = E_z ψ.  (6)

In the electrodes m(z) = m1 and the added term is zero. In the dielectric m(z) = m2, so the potential energy there is

U_eff(z) = U(z) + Δ,  Δ = (ħ²k²/2)(1/m2 − 1/m1).  (7)

Equation (6) with (7) has the form of the one-dimensional problem for k = 0, with the same masses and the same conditions (4). The one difference is that the barrier has moved by Δ.

Q: The order of the two inverse masses decides the sign. Which way does it go physically?

A: It is the dielectric's inverse mass minus the electrode's. If the dielectric mass is the smaller, the same ħk costs more kinetic energy there than in the electrode. The electron brings ħ²k²/2m1 of transverse energy with it and would need ħ²k²/2m2. The shortfall is taken from the normal motion, and the barrier is higher by Δ > 0. If the dielectric mass is the larger, transverse energy is set free on entry and the barrier is lower. If the masses are equal, nothing changes, and your opening argument holds for every k.

Q: Give me a size.

A: Take m1 = 1.0 and m2 = 0.4, in units of the free-electron mass, a Fermi energy of 5 eV and a barrier 2.5 eV above it, so that U = 7.5 eV in the dielectric. Follow an electron at the Fermi energy, E = 5 eV, with a transverse energy of 0.100 eV in the electrode. From k² = 2m1(0.100 eV)/ħ² its wave vector is k = 1.620 nm⁻¹. In the dielectric the same k costs

ħ²k²/2m2 = (1.0/0.4) × 0.100 eV = 0.250 eV.

The shift is Δ = 0.250 − 0.100 = 0.150 eV, or 2.40 × 10⁻¹³ erg. The normal energy is E_z = 5.000 − 0.100 = 4.900 eV. Without the shift the barrier would stand 7.500 − 4.900 = 2.600 eV above E_z; with it, 2.750 eV.

Q: I can get 2.750 eV in another way: 2.500 eV for the barrier above the total energy, plus your 0.250 eV. Where did the electrode mass go?

A: It cancelled. From (5) and (7),

U_eff − E_z = U + ħ²k²/2m2 − ħ²k²/2m1 − E + ħ²k²/2m1 = U − E + ħ²k²/2m2.  (8)

What the wave function feels in the dielectric is this difference, which depends on E, k and m2. The electrode mass appears in Δ because it appears in the definition of E_z. So the statement "the barrier changes by Δ" has a meaning at fixed E_z. At fixed E the added term is ħ²k²/2m2. Both describe the same wave function.

Q: Then is Δ more than bookkeeping?

A: The split between barrier and energy is bookkeeping; the decay of the wave function is not. If someone takes E_z from the electrode and uses the barrier U, the result is the wrong decay constant, unless k = 0 or the masses are equal. For a flat barrier, (6) in the dielectric is ψ″ = κ²ψ with

κ² = (2m2/ħ²)(U + Δ − E_z).

Multiplying Δ by 2m2/ħ² gives k²m2(1/m2 − 1/m1) = k²(1 − m2/m1), so

κ² = κ_z² + (1 − m2/m1) k²,  κ_z² = 2m2(U − E_z)/ħ².  (9)

Here κ_z is the decay constant of the calculation that leaves out the shift. The same κ from (8) is

κ² = κ0² + k²,  κ0² = 2m2(U − E)/ħ².  (10)

For our electron κ_z = 5.225 nm⁻¹ and κ0 = 5.123 nm⁻¹. With k² = 2.625 nm⁻², (9) gives 27.30 + 0.6 × 2.625 = 28.87 nm⁻², and (10) gives 26.25 + 2.625 = 28.87 nm⁻². Both lead to κ = 5.373 nm⁻¹.

Q: Equation (10) says that at a given total energy a transverse wave vector always speeds up the decay, whatever the masses. Yet you told me that a heavy dielectric lowers the barrier. Both cannot be true.

A: They compare different pairs of electrons. In (10) E is fixed, so a larger k leaves less energy for the normal motion. In (9) E_z is fixed, so a larger k means a larger total energy. With m2 > m1 the coefficient 1 − m2/m1 is negative, and of two electrons with equal E_z the one with the larger k decays more slowly.

Q: With a heavy dielectric and a large enough k, could the lowering remove the barrier?

A: At fixed E_z, yes. The difference U + Δ − E_z reaches zero when

(ħ²k²/2)(1/m1 − 1/m2) = U − E_z,

and by (8) the total energy is then E = U + ħ²k²/2m2, the lowest energy at which an electron with this k can propagate in the dielectric's own band. Beyond that point it passes over the barrier. For an electron with E < U this cannot happen, since the right side of (8) is then positive for every k.

Q: So far the barrier has been flat. A working device has a voltage across it.

A: Nothing between (1) and (7) used a flat barrier. The shift depends on the masses and on k, and has no z dependence inside the dielectric. A sloping barrier is raised or lowered as a whole and keeps its slope.

The assumption about the second electrode matters more. If its mass were m3 instead of m1, the bracket in (6) would contain (ħ²k²/2)(1/m3 − 1/m1) there, and the band bottom of the collector would move as well. I keep equal electrode masses from here on.

Q: Everything rests on the separation (2). Can that be checked without assuming it?

A: Yes, with a closed box in two dimensions, x and z. Let two electrode slabs, each 1.0 nm thick, be separated by 0.5 nm of dielectric with a barrier of 3 eV, and enclosed by hard walls. Along x the box repeats after 4.0 nm. The masses are again 1.0 and 0.4. The two-dimensional Hamiltonian was diagonalized as it stands, with no product form put in. This was done with two grid spacings along z, and the levels were extrapolated to zero spacing. Along x five grid points were used, which can hold only |k| equal to 0, 2π/4.0 nm or twice that value; the next |k| starts at 1.18 eV, well above the tenth level at 0.71 eV. The ten lowest states turned out to have a definite k².

For each |k| there are two levels, even and odd about the middle of the dielectric. After subtraction of ħ²k²/2m1 they were compared with the levels of a one-dimensional box whose barrier is raised by Δ. The largest difference among the six was 1.4 × 10⁻⁷ eV. When the shift was left out, the even level at the largest |k| was wrong by 5.9 × 10⁻³ eV.

Q: At that |k| the barrier shift must be far larger than 6 meV.

A: It is about 0.56 eV. The level moves by much less because only a small part of the probability lies in the dielectric, and to first order a level moves by the change in potential energy times the probability of finding the electron where the change acts. The error from leaving out the shift is still some forty thousand times the largest difference found with it, so the comparison can tell the two apart.

Q: What would break the conservation of k in a real film?

A: Anything that makes m or U depend on x and y: thickness steps, rough interfaces, defects, grains, or the disorder of an amorphous dielectric. Collisions with lattice vibrations do so too, and they also change E. Then (2) is no longer a solution, one electron samples several values of k, and no single Δ describes its passage. The result (7) is a statement about smooth layers and elastic passage. It also assumes that one mass describes the dielectric both at its band edge and at energies well inside the gap, which is a serious restriction for a barrier of several eV.

**Second half: transmission and current**

The symbols carried over are these. The electrodes have mass m1, the dielectric has mass m2 and thickness d, and k is the conserved transverse wave vector. E is the total energy and U the barrier top, both measured from the emitter band bottom. The normal energy in the emitter is E_z = E − ħ²k²/2m1. At fixed E_z the barrier is raised by

Δ = (ħ²k²/2)(1/m2 − 1/m1).

For a flat barrier the decay constant obeys

κ² = κ_z² + (1 − m2/m1)k² = κ0² + k²,

with κ_z² = 2m2(U − E_z)/ħ² and κ0² = 2m2(U − E)/ħ². At the interfaces ψ and ψ′/m are continuous. The example has m1 = 1.0 and m2 = 0.4 free-electron masses, a Fermi energy E_F = 5 eV, U = 7.5 eV and now d = 2 nm.

Q: A shift of 0.15 eV on a barrier of 2.6 eV is six per cent. Does anybody need it?

A: The barrier sits in an exponent, so we should look at the transmission. Take a flat barrier at zero bias. Let k_z be the normal wave vector in the electrodes, k_z² = 2m1E_z/ħ², and define

a = k_z/m1,  b = κ/m2.

These are velocities apart from a factor ħ, and they appear because ψ′/m is the quantity to be matched.

In the collector there is an outgoing wave with value t at z = d. There ψ = t and ψ′/m = iat. The solution in the dielectric that meets both conditions is

ψ(z) = t {cosh[κ(d − z)] − i(a/b) sinh[κ(d − z)]}.

At z = d it equals t. Its derivative there is iκ(a/b)t, and division by m2 gives ib(a/b)t = iat, as required. Write C = cosh κd and S = sinh κd. At z = 0,

ψ(0) = t [C − i(a/b)S],
ψ′(0)/m2 = t [−bS + iaC].

In the emitter the wave is exp(ik_z z) + r exp(−ik_z z), so that

1 + r = t [C − i(a/b)S],
ia(1 − r) = t [−bS + iaC].

Divide the second line by ia. Since −b/(ia) = ib/a, it becomes 1 − r = t [C + i(b/a)S]. Adding the two lines removes r:

2 = t [2C + i(b/a − a/b)S].

Both electrodes have the same mass and, at zero bias, the same k_z, so the transmission probability is T = |t|². With C² = 1 + S²,

1/T = C² + ¼(b/a − a/b)²S² = 1 + [1 + ¼(b/a − a/b)²]S².

The square bracket equals ¼(b/a + a/b)², which gives

T = 1 / {1 + [(a² + b²)/(2ab)]² sinh² κd}.  (11)

This part has shown that, at fixed normal energy, unequal masses shift the barrier by Δ, and it has derived the transmission (11) for a flat barrier at zero bias. What remains is to find how much the shift changes the transmission and the current, and how far the simple model can be trusted.
